\section*{The noise strength that maximizes a driven magnetic bit's output, part 2}

A small magnetic bit has two stable states and is driven by a weak periodic field along its easy axis $z$, with no static bias. We seek the noise strength that gives the largest output, meaning the amplitude of the mean magnetization at the driving angular frequency $\omega$. The result to be derived, for $L\gg1$, is
\begin{equation}
k_BT^*\simeq\frac{E_b}{L},\qquad
L=\ln\frac{2\alpha\gamma' B_K}{\sqrt{\pi}\,\omega},
\qquad \gamma'=\frac{\gamma}{1+\alpha^2},
\label{eq:headline}
\end{equation}
where $\gamma>0$ is the magnitude of the electron gyromagnetic ratio in rad\,s$^{-1}$\,T$^{-1}$. Fields are in tesla.

The bit is a macrospin with moment $m\mathbf n$, where $\mathbf n$ is a unit vector and $x=\mathbf n\cdot\hat{\mathbf z}=\cos\theta$. In a field $B$ along the axis its energy is $U(x)=E_b(1-x^2)-mBx$. The random field is isotropic and white, and each component has one-sided spectral density $4\mu$, with $\mu=\alpha k_BT/(\gamma m)$. The density $P(x,t)$ obeys the full Fokker--Planck equation
\begin{equation}
\frac{\partial P}{\partial t}=\frac{\partial}{\partial x}\left\{(1-x^2)\left[D_r\frac{\partial P}{\partial x}+\frac{\alpha\gamma'}{m}\frac{dU}{dx}P\right]\right\}.
\label{eq:fp0}
\end{equation}
Here $D_r=\alpha\gamma'k_BT/m$.

For $\sigma=E_b/k_BT\gg1$ the bit is described by the populations $p_\pm$ of the wells at $x=\pm1$, with $s=p_+-p_-$. With $\xi=mB/k_BT$ and $u=U/k_BT$, the well integrals $Z_\pm=\int_{\rm well}e^{-u}dx$ are
\begin{equation}
Z_\pm=\frac{e^{\pm\xi}}{2\sigma\pm\xi}\simeq\frac{e^{\pm\xi}}{2\sigma}.
\label{eq:Zfield}
\end{equation}

The numerical list at the end includes two earlier tests. In one, 20\,000 simulated spins with $\alpha=0.3$ and $\sigma=2$ started at $x=1$, and the averages of $x$ and $P_2=(3x^2-1)/2$ after a time $10/(\gamma B_K)$ were compared with (\ref{eq:fp0}). The other compared the zero-field relaxation rate, and the factor by which a static field raises it, with the two-state formulas.

\section*{The noise strength of largest output}

The bit has moment $m$, barrier $E_b$, anisotropy field $B_K=2E_b/m$ and damping $\alpha$, and $\gamma'=\gamma/(1+\alpha^2)$. The noise enters through $\sigma=E_b/k_BT$. The population difference $s$ of the two wells relaxes at the rate $r=2k$, where $k$ is the switching rate of a bit in either well. For a field $B$ along the easy axis, with $\xi=mB/k_BT$, the results taken over are
\begin{equation}
\dot s=r(\sinh\xi-s\cosh\xi),\qquad r=a\,\sigma^{1/2}e^{-\sigma},\qquad a=\frac{2\alpha\gamma'B_K}{\sqrt\pi}.
\label{eq:start}
\end{equation}
They hold to leading order in $1/\sigma$, for fields that vary slowly compared with relaxation inside a well.

Let the field be $B_1\cos\omega t$, and let $\xi_1=mB_1/k_BT$ be small. To first order $\sinh\xi=\xi$. Since $s$ is itself of first order, $s\cosh\xi$ may be replaced by $s$. The equation becomes $\dot s=-rs+r\xi_1\cos\omega t$. After transients have decayed, put $s={\rm Re}\,(Se^{i\omega t})$. Then $(r+i\omega)S=r\xi_1$, and
\begin{equation}
s=A\cos(\omega t-\phi),\qquad
A=\frac{mB_1}{k_BT}\,\frac{r}{\sqrt{r^2+\omega^2}},\qquad \tan\phi=\frac{\omega}{r}.
\label{eq:A}
\end{equation}
With $x\simeq\pm1$ in the wells, $A$ is also the amplitude of $\langle x\rangle$. The first factor is the alignment that a slow field would produce, and it falls as the noise grows. The second says how far the populations can follow the field, and it rises with the noise.

Both limits therefore give a vanishing output. On the warm side, as long as $\sigma$ is still large, $r\gg\omega$ and $A\simeq\xi_1\propto1/T$. For noise so strong that $\sigma\ll1$ the two-state picture fails, but the moment then turns freely and a slow field gives $\langle x\rangle=\xi\langle x^2\rangle=\xi/3$, which also falls as $1/T$. For weak noise $A\simeq\xi_1r/\omega$, which is exponentially small. There remains the response inside one well, which (\ref{eq:A}) leaves out. In the well at $x=1$ the weight is $e^{-(2\sigma+\xi)y}$ with $y=1-x$, so $\langle x\rangle=1-1/(2\sigma+\xi)$. Its derivative at $\xi=0$ is $1/(4\sigma^2)$. To leading order in $1/\sigma$ the in-well amplitude is thus $\xi_1/(4\sigma^2)=(mB_1/E_b)/(4\sigma)$, which also vanishes as $T\to0$.

To find the maximum, hold $m$, $E_b$, $\alpha$, $B_1$ and $\omega$ fixed and vary $T$. Since $1/k_BT=\sigma/E_b$,
\begin{equation}
\ln A=\ln\frac{mB_1}{E_b}+\ln\sigma+\ln r-\tfrac12\ln(r^2+\omega^2).
\end{equation}
The last two terms depend on $\sigma$ through $r$. Their derivative is $(1/r)(dr/d\sigma)$ times $1-r^2/(r^2+\omega^2)$, so
\begin{equation}
\frac{d\ln A}{d\sigma}=\frac1\sigma+\frac{d\ln r}{d\sigma}\,\frac{\omega^2}{r^2+\omega^2},
\qquad \frac{d\ln r}{d\sigma}=-1+\frac{1}{2\sigma}.
\label{eq:slope}
\end{equation}
The second expression follows from (\ref{eq:start}), where $a$ does not depend on temperature. Setting the slope to zero and multiplying by $\sigma(r^2+\omega^2)/\omega^2$ gives $(r^2+\omega^2)/\omega^2=\sigma-\tfrac12$, that is
\begin{equation}
\left(\frac r\omega\right)^2=\sigma-\frac32 .
\label{eq:cond}
\end{equation}
A solution needs $\sigma>3/2$. In that range $r^2\propto\sigma e^{-2\sigma}$ falls with $\sigma$ while the right side rises from zero without limit, so there is one root. Below it $(r/\omega)^2>\sigma-3/2$ and the slope (\ref{eq:slope}) is positive; above it the slope is negative. The root is a maximum.

Now insert $r$ from (\ref{eq:start}) and divide by $\sigma$:
\begin{equation}
\frac{a^2}{\omega^2}\,e^{-2\sigma}=1-\frac{3}{2\sigma}.
\end{equation}
The factor $\sigma$ from the square of the rate has cancelled the leading $\sigma$ of the condition. Taking the logarithm and dividing by two gives
\begin{equation}
\sigma=L-\frac12\ln\left(1-\frac{3}{2\sigma}\right)\simeq L+\frac{3}{4L},\qquad L=\ln\frac a\omega .
\label{eq:sigmastar}
\end{equation}
For $L\gg1$ this is $\sigma^*=L$ with an error of order $1/L$, which is the result (\ref{eq:headline}), $k_BT^*\simeq E_b/L$.

The remainder $3/(4L)$ should not be kept alone. The true rate is smaller than (\ref{eq:start}) by a relative amount $1/\sigma$. This shifts $\ln r$ by $-1/\sigma$ and moves the root by about $-1/L$, which alone would place it below $L$. A second term of the same order acts the other way: the spread of the moment inside each well lowers the output by a factor $1-1/\sigma$, and this moves the root by about $+1/(2L)$. The three terms together give $\sigma^*-L\simeq1/(4L)$ for large $L$, a limit that is approached slowly from above. The full Fokker--Planck equation, solved for its linear response without the two-state picture, puts the maximum at $\sigma^*-L=0.051$, 0.034 and 0.025 for $L=9$, 11.5 and 14. The closed form is thus accurate to better than 1\,\% in temperature for these three cases.

At $\sigma=L$ we have $e^{-L}=\omega/a$, and the other quantities follow at once:
\begin{equation}
r=\omega\sqrt L,\qquad A^*\simeq\frac{mB_1}{E_b}\,\frac{L}{\sqrt{1+1/L}},\qquad \tan\phi\simeq\frac{1}{\sqrt L}.
\label{eq:atopt}
\end{equation}
The number of switches in a period is $k\cdot2\pi/\omega=\pi r/\omega=\pi\sqrt L$. A simple matching rule would ask for one switch per half period, or two per period. That is not the condition for the largest output. The reason lies in (\ref{eq:slope}). Raising $k_BT$ by 1\,\% costs 1\,\% of alignment but raises $r$ by about $\sigma$ per cent. Even when the populations already follow the field well, so that only a fraction $\omega^2/(r^2+\omega^2)$ of this gain reaches the output, more noise still pays. The balance comes when that fraction has dropped to about $1/\sigma$.

Since $L$ is a logarithm, the optimum depends weakly on frequency and damping. Doubling $\omega$ or halving a small $\alpha$ lowers $L$ by $\ln2\approx0.69$. The barrier enters almost in proportion. The formula does not, however, give the best barrier at a fixed temperature. In that comparison, with $m$ also held fixed, $\xi_1$ is constant and $A$ in (\ref{eq:A}) grows with $r$, so to leading order a lower barrier gives more output. But $A$ can only approach $\xi_1$, while a lower barrier also lets the moment stray further from the axis inside each well, which reduces the output by a relative amount of about $1/\sigma$. For $r\gg\omega$ the output is then roughly $\xi_1(1-1/\sigma)(1-\omega^2/2r^2)$. Since $r$ varies nearly as $e^{-\sigma}$, this is largest at a finite barrier, where $r/\omega$ is roughly $\sigma$.

For an example, take a disc 20\,nm in diameter and 1.5\,nm thick with magnetization 1000\,kA/m, net anisotropy 100\,kJ/m$^3$ and $\alpha=0.02$, driven by 1\,mT at 1\,kHz. Its volume is $\frac\pi4(20)^2(1.5)=471.2$\,nm$^3$. Multiplying by the magnetization and by the anisotropy gives
\begin{equation}
m=4.712\times10^{-19}\ {\rm A\,m^2},\qquad E_b=4.712\times10^{-20}\ {\rm J}=0.294\ {\rm eV},
\end{equation}
so $B_K=2E_b/m=200$\,mT. With $\gamma=1.761\times10^{11}$\,rad\,s$^{-1}$\,T$^{-1}$ the prefactor is
\begin{equation}
a=\frac{2(0.02)(1.761\times10^{11})(0.2)}{(1+0.02^2)\sqrt\pi}\ {\rm s^{-1}}=7.94\times10^{8}\ {\rm s^{-1}} .
\end{equation}
The drive has $\omega=6283$\,s$^{-1}$, hence
\begin{equation}
L=\ln\frac{7.94\times10^8}{6283}=11.75,\qquad
k_BT^*=\frac{294.1\ {\rm meV}}{11.75}=25.0\ {\rm meV},
\end{equation}
or $T^*=290.5$\,K. The two-state condition (\ref{eq:cond}) gives 288.9\,K and the full equation 289.7\,K. The closed form and the two-state root miss the full result by the same 0.8\,K, on opposite sides. The equivalent noise field, $\sqrt{4\alpha k_BT^*/(\gamma m)}$, is 62\,nT/$\sqrt{\rm Hz}$ per component.

At the optimum $r/\omega=\sqrt{11.75}=3.43$, and the leading-order rate gives 10.8 switches per period; the true rate is lower by about a tenth, which makes it 9.8. Since $mB_1/E_b=0.01$, equation (\ref{eq:atopt}) gives $A^*=0.01\times11.75/\sqrt{1+1/11.75}=0.113$. The full equation gives a peak of 0.102. Most of the gap comes from setting $|x|=1$ in the wells. There the mean of $|x|$ is $1-1/(2\sigma)$, and this factor enters twice: once in the signal, and once in the coupling to the field, through the denominators of (\ref{eq:Zfield}). Together they lower the output by about $1/\sigma$, or 9\,\%. The lag at $T^*$ is $16^\circ$ from (\ref{eq:atopt}) and $18^\circ$ from the full equation.

The full output is 0.003 at 200\,K, 0.057 at 250\,K, 0.101 at 300\,K, 0.087 at 350\,K and 0.065 at 450\,K. The curve is steep on the cold side, where switching freezes exponentially, and gentle on the warm side, where alignment falls roughly as $1/T$. For this bit, too much noise costs less than too little. A scan of the full response over 80 values of $\sigma$ from 0.5 to 20 showed a single maximum. The rule of two switches per period, evaluated with the leading-order rate, would select 252.8\,K, where the output is 0.063, some 38\,\% below the peak; with the true rate it selects about 254\,K and falls 35\,\% short.

These parameters lie in the rough range of the free layer of a low-barrier perpendicular magnetic tunnel junction, as used for probabilistic bits. The disc is small and its net anisotropy low; a storage bit is usually designed with a barrier several times larger in thermal units. Real junctions depart from the model in several ways, among them stray fields and heating. An assumed static offset of 5\,mT along the axis moves the full optimum to 296.0\,K and cuts the peak to 0.077, a loss of about a quarter. The bit then partly saturates: by (\ref{eq:start}) its equilibrium is $s=\tanh\xi$, whose slope falls as $1/\cosh^2\xi$. A transverse field $B_\perp$ changes the energy to $E_b\sin^2\theta-mB_\perp\sin\theta$ in the plane of the field. With $h=B_\perp/B_K$, the minimum is $-E_bh^2$ at $\sin\theta=h$ and the saddle is $E_b(1-2h)$, so the barrier becomes $E_b(1-h)^2$. For 5\,mT it drops by 4.9\,\%, which alone would lower $T^*$ by about as much. The field also breaks the axial symmetry and changes the rate prefactor; the Fokker--Planck equation on the whole sphere puts the optimum near 272\,K (to about 0.5\,K), a drop of about 6\,\%.

Heating a real magnet also softens it. If the magnetization follows $1-(T/T_C)^{3/2}$ with a rough $T_C=1000$\,K, and the barrier follows its square, with both matched to the stated values at 300\,K, the optimum is 294.8\,K. At that temperature the softened barrier exceeds the stated one by only 1\,\%; matching at a more distant temperature would change it more. The square law is the mild case. In a perpendicular disc of this shape the net anisotropy is a small difference between an intrinsic term of about 570\,kJ/m$^3$ and a shape term of about 470\,kJ/m$^3$. If the intrinsic term follows the magnetization to a power 2.2 to 2.5, the net barrier follows a power of about 3 to 5, and the optimum moves to 297--299\,K.

Three more neglected effects can be estimated. At the optimum $\xi_1=0.12$, and the finite drive lowers the output by 0.27\,\% relative to linear response. Reversal by a domain wall would need more energy than uniform rotation. With exchange stiffness $A_{\rm ex}$, anisotropy $K$ and $q$ the in-plane distance through the wall, the energy per wall area is $\int(A_{\rm ex}\theta'^2+K\sin^2\theta)\,dq\ge2\sqrt{A_{\rm ex}K}\int_0^\pi\sin\theta\,d\theta=4\sqrt{A_{\rm ex}K}$. For a rough 15\,pJ/m, a full wall across the diameter would cost at least 0.92\,eV, against the barrier of 0.29\,eV. Its width, about $\pi\sqrt{A_{\rm ex}/K}=38$\,nm, exceeds the diameter, so a complete wall does not even fit into the disc. The quantum scale $\hbar\gamma B_K/k_B$ is 0.27\,K, far below the operating temperature. Spin torque from the read current is not included and was not sized; where it is appreciable, the bit is no longer in thermal equilibrium at zero drive, and (\ref{eq:headline}) loses its basis. The main values are listed in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
TESTS
simulated <x>, <P2>: 0.516, 0.312
Fokker-Planck <x>, <P2>: 0.518, 0.309
sigma*(rate formula/full - 1), sigma=8,12,16: 1.31, 1.19, 1.13
rate ratio with field, xi=1, sigma=12: 1.454
cosh(1): 1.543
L = 9.0: full optimum sigma - L = 0.0506
L = 11.5: full optimum sigma - L = 0.0331
L = 14.0: full optimum sigma - L = 0.0245
EXAMPLE INPUTS
diameter, thickness: 20.0, 1.5 nm
magnetisation: 1000 kA/m
net anisotropy: 100 kJ/m^3
damping: 0.02
drive amplitude: 1.0 mT; frequency: 1.0 kHz
EXAMPLE RESULTS
gyromagnetic ratio: 1.76086e+11 rad/(s T)
volume: 471.2 nm^3
moment: 4.7124e-19 A m^2
barrier: 0.2941 eV = 4.7124e-20 J
anisotropy field: 200.0 mT
rate prefactor a: 7.9445e+08 1/s
omega: 6283.2 rad/s
L: 11.748
optimal noise energy E_b/L: 25.04 meV
optimal temperature, closed form: 290.5 K
two-state condition: sigma 11.815, T 288.9 K
full Fokker-Planck optimum: 289.7 K
noise field density at optimum: 62.2 nT/sqrt(Hz)
m B1/(k_B T) at optimum: 0.1175
relaxation rate r at optimum: 21535 1/s
r/omega: 3.427
switches per period: 10.77
peak output, closed form: 0.1128; full: 0.1018
phase lag, closed form: 16.3; full: 17.8 deg
T = 200 K: output two-state 0.0035, full 0.0031
T = 250 K: output two-state 0.0658, full 0.0570
T = 300 K: output two-state 0.1115, full 0.1006
T = 350 K: output two-state 0.0974, full 0.0867
T = 450 K: output two-state 0.0758, full 0.0647
half-period rule: T 252.8 K, full output 0.0630
NEGLECTED EFFECTS
stray field assumed: 5.0 mT
along axis: optimum 296.0 K, output 0.0767
transverse: barrier change -4.94 %
softening, Curie scale 1000 K: optimum 294.8 K, output 0.1013
finite-drive change of output: -0.270 %
wall barrier, stiffness 15 pJ/m: 0.917 eV
quantum scale hbar gamma B_K/k_B: 0.269 K
\end{verbatim}
